# When adatom repulsion speeds up the spreading of dense deposits

**Q.** I deposit a dense ribbon of adatoms on a flat terrace and watch it spread. The adatoms repel each other. I am told that the ribbon spreads faster because the chemical potential rises faster with coverage. Is that a sufficient explanation?

**A.** It is half of one. The chemical potential sets the driving force, but the flux also depends on how readily adatoms hop, and repulsion can change that too. The two parts have to be calculated separately.

Take a square lattice with spacing \(a\) and \(z=4\) neighbours per site. Each site holds at most one adatom, the coverage is \(\theta\), and two adatoms on neighbouring sites cost an energy \(V>0\). I leave out steps, desorption and a second layer.

**Q.** Start with the driving force. How much does repulsion steepen the chemical potential?

**A.** In mean field, the occupations of neighbouring sites are treated as independent. There are \(z/2\) bonds per site, and both ends of a bond are occupied with probability \(\theta^2\). Apart from a constant binding energy per adatom, the free energy per site is

\[
f=kT\,[\theta\ln\theta+(1-\theta)\ln(1-\theta)]+\tfrac{z}{2}V\theta^2 .
\]

The chemical potential is \(\mu=df/d\theta\). The constants \(+1\) and \(-1\) from differentiating the two logarithmic terms cancel, so

\[
\mu=kT\ln\frac{\theta}{1-\theta}+zV\theta,\qquad
\frac{d\mu}{d\theta}=\frac{kT}{\theta(1-\theta)}+zV .
\]

With \(g=zV/kT\), the thermodynamic factor is

\[
\Gamma=\frac{d(\mu/kT)}{d\ln\theta}=\theta\left[\frac{1}{\theta(1-\theta)}+g\right]=\frac{1}{1-\theta}+g\theta .
\]

Without repulsion it would be \(1/(1-\theta)\). At the same coverage and temperature, repulsion therefore multiplies it by

\[
\frac{\Gamma}{\Gamma_{V=0}}=1+g\theta(1-\theta).
\]

This ratio is largest at half coverage. At low coverage adatoms rarely meet. Near full coverage the entropic slope diverges and outweighs the constant slope \(zV\).

**Q.** Please put numbers on it.

**A.** Take rough, round values for repelling adatoms on a terrace like Cu(100): \(a=0.25\) nm, \(V=0.025\) eV and \(T=500\) K. Then \(kT=0.0431\) eV, \(V/kT=0.580\) and \(g=2.32\). At \(\theta=0.5\) the entropic slope is \(4kT=0.172\) eV and the repulsive slope is \(4V=0.100\) eV. The ratio is \((0.172+0.100)/0.172=1.58\).

**Q.** So the ribbon's diffusion coefficient rises by 58% at half coverage?

**A.** Only if the hopping kinetics cooperate. Let \(u_i\) be the mean repulsion energy at site \(i\), that is, \(V\) times the summed coverage of its neighbours. An isolated adatom hops in a given direction at rate \(w\). Repulsion raises the starting level by \(u_i\), and it also raises the saddle point. I take the saddle shift as \(\lambda(u_i+u_j)/2\), where \(\lambda\) is the saddle share. The barrier from \(i\) to \(j\) then changes by \(\lambda(u_i+u_j)/2-u_i\).

A hop needs an occupied start and an empty target, so the net flux from \(i\) to its neighbour \(j\) on the right is

\[
J=w\,e^{-\lambda(u_i+u_j)/2kT}\left[\theta_i(1-\theta_j)e^{u_i/kT}-\theta_j(1-\theta_i)e^{u_j/kT}\right].
\]

The chemical potential at a site satisfies \(\theta_i e^{u_i/kT}=(1-\theta_i)e^{\mu_i/kT}\). Substituting this for both sites gives

\[
J=w\,e^{-\lambda(u_i+u_j)/2kT}(1-\theta_i)(1-\theta_j)\left[e^{\mu_i/kT}-e^{\mu_j/kT}\right].
\]

The flux vanishes when the chemical potentials are equal, as detailed balance requires.

Now let the coverage vary slowly over one spacing. To leading order \(u=zV\theta\), and the bracket is \(-a\,e^{\mu/kT}(1/kT)\,\partial_x\mu\). One factor \((1-\theta)e^{\mu/kT}\) can be turned back into \(\theta e^{u/kT}\), so

\[
J=-wa\,e^{(1-\lambda)g\theta}\,\theta(1-\theta)\,\frac{1}{kT}\frac{\partial\mu}{\partial x}
=-wa\,e^{(1-\lambda)g\theta}(1-\theta)\,\Gamma\,\frac{\partial\theta}{\partial x}.
\]

The last step uses \(\partial_x\mu/kT=(\Gamma/\theta)\,\partial_x\theta\). The coverage of a site changes by the flux entering minus the flux leaving, so \(\partial_t\theta=-a\,\partial_xJ=\partial_x(D\,\partial_x\theta)\). With \(D_0=wa^2\), the collective diffusion coefficient is

\[
D=D_0\,e^{(1-\lambda)g\theta}\,[1+g\theta(1-\theta)].
\]

**Q.** What happened to the steep entropic rise, \(1/(1-\theta)\)?

**A.** Site blocking cancelled it. At \(\theta=0.75\) a non-interacting gas has \(\Gamma=4\), but only a quarter of the target sites are free, so \(D=D_0\). For \(V=0\) this holds at every coverage. A steep chemical potential by itself does not make a deposit spread faster. What can help is the extra slope due to repulsion, which site blocking does not cancel.

**Q.** And the exponential?

**A.** It is the change in hopping kinetics. There are three instructive cases.

For \(\lambda=1\), the saddle rises by the average of its two end sites. The barrier changes by \((u_j-u_i)/2\), which is opposite for forward and backward hops, so its average is unchanged. The exponential is then 1, and \(D/D_0=1+g\theta(1-\theta)\) is the purely thermodynamic gain.

For \(\lambda=0\), repulsion lifts the adatoms but not the saddle. All hops in the dense region become easier, and kinetics adds a factor \(e^{g\theta}\).

For a strongly crowded saddle the sign can reverse. At low coverage

\[
\frac{D}{D_0}\approx[1+(1-\lambda)g\theta][1+g\theta]\approx1+(2-\lambda)g\theta ,
\]

so in mean field repulsion slows the dilute gas when \(\lambda>2\). At \(\lambda=2\) it slows the gas at every nonzero coverage, because \(1+g\theta(1-\theta)<1+g\theta<e^{g\theta}\).

For the example, take a barrier of 0.5 eV and an attempt frequency of \(10^{13}\ \mathrm{s^{-1}}\). Then

\[
w=10^{13}\,e^{-0.5/0.04309}\ \mathrm{s^{-1}}=9.1\times10^7\ \mathrm{s^{-1}},
\]

\[
D_0=w\,(2.5\times10^{-8}\ \mathrm{cm})^2=5.7\times10^{-8}\ \mathrm{cm^2/s}.
\]

At half coverage with \(\lambda=1\), \(D=9.0\times10^{-8}\ \mathrm{cm^2/s}\). At the same coverage, mean field gives \(D/D_0=5.0\) for \(\lambda=0\) and 0.155 for \(\lambda=3\).

**Q.** I measure the width of a whole ribbon, not \(D\) at one coverage. What gain should I see?

**A.** Let \(M=\int\theta\,dx\) and let \(\sigma^2=M^{-1}\int x^2\theta\,dx\) be the variance of a ribbon centred at \(x=0\). Define \(\Phi(\theta)=\int_0^\theta D(s)\,ds\), so that \(D\,\partial_x\theta=\partial_x\Phi\). Two integrations by parts, with the coverage vanishing far away, give

\[
\frac{d\sigma^2}{dt}=\frac1M\int x^2\,\partial_x^2\Phi\,dx
=-\frac2M\int x\,\partial_x\Phi\,dx=\frac2M\int\Phi\,dx .
\]

For \(\lambda=1\), \(\Phi=D_0[\theta+g(\theta^2/2-\theta^3/3)]\). Taking out one factor \(\theta\) turns the integral into an average over adatoms:

\[
\frac{d\sigma^2}{dt}=2D_0\left\langle1+g\left(\frac{\theta}{2}-\frac{\theta^2}{3}\right)\right\rangle .
\]

For a flat ribbon the gain peaks where \(1/2-2\theta/3=0\), at \(\theta=3/4\). There it equals \(1+3g/16=1.44\). As the ribbon dilutes, the gain falls towards 1. The formula needs edges several sites wide, because it rests on the gradient expansion.

**Q.** How does that work out for a 10 nm ribbon with an initial coverage of 0.75?

**A.** The ribbon is 40 sites wide, with an initial rms half-width \(\sigma_0=2.89\) nm. Doubling \(\sigma\) requires the variance to grow by \(3\sigma_0^2\). Without repulsion this takes

\[
t=\frac{3\sigma_0^2}{2D_0}
=\frac{3\,(2.886\times10^{-7}\ \mathrm{cm})^2}{2\times5.70\times10^{-8}\ \mathrm{cm^2/s}}
\approx2.19\ \mathrm{\mu s}.
\]

With repulsion I integrated the mean-field site-to-site fluxes in time, keeping \(w\) fixed. For \(\lambda=1\) the doubling time is 1.62 µs, a speed-up of 1.35. After 0.22 µs the spreading gain taken directly from the fluxes is 1.3902, and the averaged formula gives 1.3897 for the same profile. By the doubling time the gain has fallen to 1.30.

The saddle share can matter more than the thermodynamic gain. For \(\lambda=0\) the doubling time is 0.86 µs. For \(\lambda=3\) it is 4.3 µs, in mean field about twice as long as without repulsion, although the chemical potential has the same steep slope in all three cases.

**Q.** Could I cool the sample to make \(g\) larger and obtain a huge thermodynamic gain?

**A.** The uniform mean-field phase gives out first. Repelling adatoms can lower their energy by preferring one colour of a checkerboard. Let the two sublattices have coverages \(\theta+m\) and \(\theta-m\). Every bond joins opposite sublattices, so the interaction energy per site is \((zV/2)(\theta^2-m^2)\). Expanding the entropy to second order in \(m\) gives

\[
f(m)-f(0)=\frac{m^2}{2}\left[\frac{kT}{\theta(1-\theta)}-zV\right]+\ldots
\]

The omitted terms are positive. They come from the entropy part alone, whose second derivative is proportional to \(1/\theta+1/(1-\theta)\), and all even derivatives of that sum are positive. The uniform phase is therefore stable when \(g\theta(1-\theta)<1\), and in this phase the mean-field enhancement stays below 2.

At half coverage the mean-field limit is \(kT=V\), or 290 K here. The exact ordering temperature of the square lattice with these neighbour interactions is 165 K, so the example at 500 K is disordered by either measure.

**Q.** Is a factor of 2 then a physical ceiling?

**A.** No. It marks where this approximation stops describing a uniform phase. Enumerating all occupations of a periodic 4×4 lattice at half coverage and \(V/kT=1.2\) gives a thermodynamic enhancement of about 3.0. The infinite lattice is still disordered at that coupling. A lattice this small overestimates its value, which is close to 2.8, still well above 2.

**Q.** What does mean field miss at your 500 K example?

**A.** It misses the tendency of adatoms to avoid each other. The first correction can be found for weak repulsion, with \(v=V/kT\).

The thermodynamic part is already correct to first order. First-order perturbation theory adds the interaction energy averaged over the non-interacting gas, which is the mean-field term \(zV\theta^2/2\). The enhancement is thus \(1+4v\theta(1-\theta)+O(v^2)\).

The mobility does change. Write \(n_i=\theta+\delta n_i\), with \(n_i=0\) or 1. In the bond energy \(Vn_in_j\), the terms linear in \(\delta n\) only shift the chemical potential needed to hold \(\theta\) fixed. The product term multiplies the statistical weight by \(1-v\,\delta n_i\delta n_j\). Since \(\langle\delta n_i^2\rangle=\theta(1-\theta)\) without interaction,

\[
\langle\delta n_i\delta n_j\rangle=-v\,\theta^2(1-\theta)^2,
\]

\[
\langle n_i(1-n_j)\rangle=\theta(1-\theta)\,[1+v\theta(1-\theta)].
\]

An adatom therefore finds an empty neighbouring site more often than mean field assumes.

The rate factor also needs care. The target site is empty, so the hopping adatom has only three other neighbours that may repel it. The same count applies at the target once the adatom has left its start. The mean of \([U_i-\lambda(U_i+U_j)/2]/kT\), with \(U\) the actual repulsion energy, is thus \(3(1-\lambda)v\theta\) to first order.

Linear response contains one more piece, a memory term quadratic in the net drift rate. Without interaction, that drift is a sum of \(n_i(1-n_{i+1})-n_{i+1}(1-n_i)=n_i-n_{i+1}\), which cancels around a periodic lattice. The drift is therefore of order \(v\), and the memory term of order \(v^2\). Collecting the first-order terms gives

\[
\frac{D}{D_0}=1+5v\theta(1-\theta)+3(1-\lambda)v\theta+O(v^2).
\]

For weak repulsion, the sign at low coverage now changes where \(5+3(1-\lambda)=0\), at \(\lambda=8/3\) instead of 2. Stronger repulsion raises this value. Counting pairs of adatoms exactly gives \(D/D_0\approx1+[2-8e^{-v}+6e^{-\lambda v/2}]\theta\) at low coverage, so at the \(v=0.58\) of the 500 K example the sign changes near \(\lambda=3.05\), and \(\lambda=3\) leaves the dilute gas almost unaffected. At \(\theta=0.3\) the formula predicts slopes in \(v\) of 1.05 for \(\lambda=1\) and \(-0.75\) for \(\lambda=3\). The enumerated 4×4 lattice, with its memory term included, gives the same values.

**Q.** And at the actual strength, \(v=0.58\)?

**A.** At half coverage and \(\lambda=1\), the 4×4 lattice gives \(D/D_0=1.77\). This is the product of a thermodynamic enhancement of 1.68 and a mobility factor of 1.05. The mean-field value, 1.58, is 11% below the 4×4 result. A 4×5 lattice also gives a thermodynamic enhancement of 1.68, so the size effect on that part is small.

For \(\lambda=0\) the 4×4 lattice gives 4.5, against 5.0 in mean field. For \(\lambda=3\) it gives 0.39, against 0.155. The slowing at half coverage is real within the model, but mean field exaggerates it, and it fades out at low coverage. With correlations included in \(D(\theta)\), the ribbon doubling times become about 0.94, 1.55 and 2.9 µs for \(\lambda=0\), 1 and 3. I would therefore treat the 4.3 µs ribbon time as a mean-field illustration, not as a prediction.

**Q.** How close is this to a real surface?

**A.** The spacing is close to that of Cu(100). The other values are rough choices and describe no particular adsorbate. Real repulsion may reach beyond nearest neighbours. If it were dipolar, falling as \(1/r^3\) with the same nearest-neighbour value, the lattice sum would be 9.03 instead of 4. The mean-field thermodynamic enhancement at half coverage would then be 2.31 instead of 1.58, with the uniform phase still stable against a checkerboard. With a rough desorption energy of 2 eV, about \(10^{-13}\) of the adatoms would leave during the 1.62 µs doubling time if they desorbed like isolated ones. Lowering the desorption barrier by the mean repulsion energy at the initial coverage would raise this about sixfold, which is still negligible. If the frequency \(\nu\) that sets the curvature at the barrier top equals the attempt frequency, the leading tunnelling correction to the hop rate, \((h\nu/kT)^2/24\), is about 4%. Steps can block or trap adatoms, and I have not estimated their effect, so the ribbon times apply to a terrace wider than the spreading deposit.

**Q.** What if my adatoms attract each other instead?

**A.** Then \(V\) and \(g\) are negative. For \(\lambda=1\), the same mean-field formula gives \(D<D_0\) at coverages between 0 and 1, and \(D\) reaches zero when \(g\theta(1-\theta)=-1\). Beyond that point \(D\) is negative: in mean field, coverage variations grow and the uniform layer separates into dense and dilute regions. Away from half coverage, separation is already favoured somewhat earlier, while \(D\) is still positive and the uniform layer is only metastable. Mean field also places the instability too early: at half coverage it sets in at \(|V|/kT=1\), whereas the exact square lattice stays uniform up to \(|V|/kT=1.76\).

**Q.** How can I tell in an experiment whether thermodynamics is responsible?

**A.** Measure \(\mu(\theta)\) at fixed temperature, for instance from adsorption equilibrium if the adsorbate permits it, and obtain \(\Gamma\) from its slope. Measure \(D(\theta)\) separately from the decay of small coverage variations. Then compare \(D/D_0\) with \((1-\theta)\Gamma\), taking \(D_0\) from the dilute limit. If they agree within the errors over a wide range of coverages, the thermodynamic factor and site blocking account for the acceleration. Agreement at a single coverage is weaker evidence, because opposite changes in the hopping can cancel there. If they differ, the remaining factor measures how repulsion and correlations have changed the hopping. The numerical output below lists the values for the example.

## Numbers as computed

```
inputs: spacing 0.25 nm, V 0.025 eV, barrier 0.5 eV
inputs: attempt frequency 1e+13 1/s, T 500 K
kT = 0.04309 eV; V/kT = 0.5802; g = 4V/kT = 2.3209
hop rate per direction w = 9.125e+07 1/s
isolated-adatom D0 = 5.703e-08 cm2/s
dmu/dtheta at 0.5: entropy 0.1723 eV, repulsion 0.1000 eV
theta 0.1: Gamma free 1.1111, with repulsion 1.3432, ratio 1.2089
theta 0.5: Gamma free 2.0000, with repulsion 3.1605, ratio 1.5802
theta 0.75: Gamma free 4.0000, with repulsion 5.7407, ratio 1.4352
theta 0.5, saddle share 0: D/D0 mean field 5.043, 4x4 lattice 4.464
theta 0.5, saddle share 1: D/D0 mean field 1.580, 4x4 lattice 1.768
theta 0.5, saddle share 3: D/D0 mean field 0.155, 4x4 lattice 0.385
D at theta 0.5, share 1, mean field = 9.012e-08 cm2/s
thermodynamic enhancement at 0.5: 4x4 1.681, 4x5 1.679
mobility factor at 0.5, share 1, 4x4 = 1.052
first-order slope of D/D0 in V/kT at theta 0.3: share 1 1.050, share 3 -0.750
first-order slope of thermodynamic enhancement = 0.840
enhancement at 0.5 for V/kT = 1.2, 4x4 lattice = 3.00
ribbon: width 10.0 nm, coverage 0.75
ribbon rms half-width: start 2.89 nm, end 5.77 nm
flat-ribbon spreading gain 1+3g/16 = 1.4352
at 0.221 us: spreading gain lattice 1.3902, formula 1.3897
at 0.659 us: spreading gain lattice 1.3550, formula 1.3549
at 1.097 us: spreading gain lattice 1.3286, formula 1.3286
spreading gain when rms width has doubled = 1.3034
doubling time without repulsion = 2.190 us
doubling time, saddle share 0 = 0.855 us, speed-up 2.562
doubling time, saddle share 1 = 1.622 us, speed-up 1.350
doubling time, saddle share 3 = 4.294 us, speed-up 0.510
ordering temperature at 0.5: mean field 290 K, exact square lattice 165 K
dipolar tail: lattice sum 9.034 instead of 4
dipolar tail: mean-field enhancement at 0.5 = 2.310
dipolar tail: checkerboard stability = 0.616 (>0 stable)
desorbed fraction (rough energy 2.0 eV) = 1.1e-13
leading tunnelling correction to hop rate = 3.8 %
```
